**Relaxed and first-order spin–orbit splitting of a 6p level**

The program compares the Dirac splitting $\Delta=E(p_{3/2})-E(p_{1/2})$ in a thallium model potential with the first-order value $\tfrac32\zeta(0)$ from the scalar-relativistic orbital. Here $\lambda$ is the eigenvalue of $l\cdot s$ and $\zeta(\lambda)=dE/d\lambda$ is the coupling in the orbital relaxed at that $\lambda$. It asserts that B-spline energies agree with direct integration of the radial Dirac and scalar equations, and that the integral of $\zeta$ from $-1$ to $1/2$ reproduces the integrated splitting. The first two perturbation coefficients are compared with finite differences of integrated energies, and the operator identity behind the spin separation is checked by quadrature. Further assertions cover the decrease and convexity of $\zeta$ on a grid, the contraction of $p_{1/2}$ relative to $p_{3/2}$, and the growth of the relative deficit from $Z=13$ to $Z=81$. The output shows 1.14 eV at first order against 1.42 eV for the full model splitting, a deficit of 20%. It also shows that mixing only the 2p–6p scalar orbitals makes the splitting smaller still, and that a modified-Dirac spin separation gives a different first-order value.

## Verification by program

```python
# Result under test: for a p electron in a fixed potential V(r), the exact
# Dirac splitting E(p3/2)-E(p1/2) is the integral of zeta(lam) over
# lam = -1 ... 1/2, where lam is the eigenvalue of l.s and zeta = dE/dlam is
# taken in the orbital relaxed at that lam. First-order theory on the scalar
# orbital (lam = 0) gives 1.5*zeta(0), which is too small in a thallium model.
# Atomic units. P(r) = r * large radial function; kappa = -1 - 2*lam;
# M = 1 + (E-V)/(2c^2). Radial equation with small component eliminated:
# [p.(1/2M)p + V + lam*V'/(2 M^2 c^2 r)] P = E P.
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import erf
from scipy.integrate import solve_ivp
from scipy.interpolate import BSpline
from scipy.optimize import brentq

c = 1.0 / const.alpha
bohr = const.physical_constants["Bohr radius"][0]
EV = const.physical_constants["Hartree energy in eV"][0]
H_SCREEN = 5.0
E_TARGET = -0.2
RMS_FM = 5.5
a_nuc = RMS_FM * 1e-15 / bohr * math.sqrt(2.0 / 3.0)

# B-splines of degree 7; knots nearly even near the nucleus, then geometric
DEG, R_BOX, R_IN, CELLS = 7, 50.0, 3e-4, 70
step = math.log(1 + R_BOX / R_IN) / CELLS
edges = R_IN * np.expm1(step * np.arange(CELLS + 1))
knots = np.concatenate([[edges[0]] * DEG, edges, [edges[-1]] * DEG])
gx, gw = np.polynomial.legendre.leggauss(12)
half = 0.5 * np.diff(edges)[:, None]
r = (edges[:-1, None] + half * (1 + gx)).ravel()
w = (half * gw).ravel()
spl = BSpline(knots, np.eye(CELLS + DEG), DEG)
# P ~ r^2 at the origin and P = 0 at the box wall
U = spl(r).T[2:-1]
DU = spl.derivative()(r).T[2:-1]
norm = np.sqrt((U**2) @ w)[:, None]
U, DU = U / norm, DU / norm
G = DU - U / r
N = len(U)


def quad(left, f, right):
    return (left * (w * f)) @ right.T


S = quad(U, 1.0, U)


def potential(Z, d):
    e = np.exp(r / d)
    den = 1 + H_SCREEN * (e - 1)
    z = 1 + (Z - 1) / den
    dz = -(Z - 1) * H_SCREEN * e / d / den**2
    er = erf(r / a_nuc)
    der = 2 / math.sqrt(math.pi) / a_nuc * np.exp(-(r / a_nuc)**2)
    return -z * er / r, -dz * er / r - z * der / r + z * er / r**2


def eigenpair(Hm, Mt, i):
    """Eigenpair number i, refined by inverse iteration."""
    sc = 1 / np.sqrt(np.diag(Mt))
    Hs, Ms = Hm * np.outer(sc, sc), Mt * np.outer(sc, sc)
    e, C = eigh(Hs, Ms, subset_by_index=[i, i])
    v, shift = C[:, 0], e[0] + 1e-5
    for _ in range(3):
        v = np.linalg.solve(Hs - shift * Ms, Ms @ v)
        v = v / math.sqrt(v @ Ms @ v)
    return v @ Hs @ v, sc * v


def operators(pot, E):
    """Spin-free kinetic matrix and spin-orbit matrix with M taken at E."""
    V, dV = pot
    M = 1 + (E - V) / (2 * c**2)
    kin = quad(G, 1 / (2 * M), G) + quad(U, 1 / (M * r**2), U)
    return kin, quad(U, dV / (2 * M**2 * c**2 * r), U)


def level(lam, pot, k):
    """Self-consistent energy, zeta and vector of p level k."""
    V, dV = pot
    Vm = quad(U, V, U)
    E = E_TARGET
    for _ in range(4):
        kin, so = operators(pot, E)
        E, v = eigenpair(kin + Vm + lam * so, S, k)
    M = 1 + (E - V) / (2 * c**2)
    P = v @ U
    grad2 = (v @ G)**2 + 2 * P**2 / r**2
    full_norm = 1 + w @ (grad2 / (4 * c**2 * M**2)
                         + lam * dV * P**2 / (2 * c**4 * M**3 * r))
    return E, (v @ so @ v) / full_norm, v


def tune(Z, k):
    """Screening length that puts scalar p level number k at the target."""
    return brentq(lambda d: level(0.0, potential(Z, d), k)[0] - E_TARGET,
                  0.3, 3.0, xtol=1e-11)


Z, K = 81, 4                      # 6p is the fifth p level
d = tune(Z, K)
pot = potential(Z, d)
V, dV = pot
E0, zeta0, vec0 = level(0.0, pot, K)
E12, zeta12, vec12 = level(-1.0, pot, K)
E32, zeta32, vec32 = level(0.5, pot, K)
exact = E32 - E12
first = 1.5 * zeta0

# Test: spin separation against the direct radial form (P' + kappa P/r)^2/2M
kin0, so0 = operators(pot, E0)
M0 = 1 + (E0 - V) / (2 * c**2)
for lam in (-1.0, 0.5):
    D = DU + (-1 - 2 * lam) * U / r
    direct = quad(D, 1 / (2 * M0), D)
    size = np.sqrt(np.diag(direct))
    err = np.abs(direct - kin0 - lam * so0) / np.outer(size, size)
    assert err.max() < 1e-7, err.max()


# Independent road: direct integration of radial equations
def pot_point(s):
    e = math.exp(s / d)
    den = 1 + H_SCREEN * (e - 1)
    z = 1 + (Z - 1) / den
    dz = -(Z - 1) * H_SCREEN * e / d / den**2
    er = math.erf(s / a_nuc)
    der = 2 / math.sqrt(math.pi) / a_nuc * math.exp(-(s / a_nuc)**2)
    return -z * er / s, -dz * er / s - z * der / s + z * er / s**2


def shoot(E, lam, dirac):
    kappa = -1 - 2 * lam

    def rhs(t, y):
        s = math.exp(t)
        v, dv = pot_point(s)
        P, Q = y
        if dirac:
            return [-kappa * P + s * (2 * c + (E - v) / c) * Q,
                    kappa * Q - s * (E - v) / c * P]
        M = 1 + (E - v) / (2 * c**2)
        q = 1 / (M * s**2) + lam * dv / (2 * M**2 * c**2 * s) + v - E
        return [P + 2 * M * s * Q, -Q + s * q * P]

    ra, rm, rb = 1e-7, 2.0, 40.0
    va = pot_point(ra)[0]
    k = math.sqrt(-2 * E)
    if dirac:
        if kappa > 0:
            qa = 3 / (ra * (2 * c + (E - va) / c))
        else:
            qa = -(E - va) / c * ra / 5
        qb = (-k + kappa / rb) / (2 * c)
    else:
        qa = 1 / (2 * ra * (1 + (E - va) / (2 * c**2)))
        qb = (-k - 1 / rb) / 2
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-12)
    o = solve_ivp(rhs, (math.log(ra), math.log(rm)), [1.0, qa], **opts)
    i = solve_ivp(rhs, (math.log(rb), math.log(rm)), [1.0, qb], **opts)
    po, qo = o.y[:, -1]
    pi, qi = i.y[:, -1]
    return (po * qi - qo * pi) / (abs(pi) + abs(qi))


def ode_energy(lam, guess, dirac):
    return brentq(shoot, guess - 0.003, guess + 0.003,
                  args=(lam, dirac), xtol=1e-12)


ode12 = ode_energy(-1.0, E12, True)
ode32 = ode_energy(0.5, E32, True)
ode0 = ode_energy(0.0, E0, False)
h = 0.05
odep = ode_energy(h, level(h, pot, K)[0], False)
odem = ode_energy(-h, level(-h, pot, K)[0], False)
ode_diff = (E12 - ode12, E0 - ode0, E32 - ode32)
ode_err = max(abs(t) for t in ode_diff)
assert ode_err < 1e-5, ode_diff   # finite basis

# Perturbation series with M held at the scalar energy
Eall, Call = eigh(kin0 + quad(U, V, U), S)
Wm = Call.T @ so0 @ Call
others = np.arange(N) != K
mix = np.zeros(N)
mix[others] = Wm[others, K] / (E0 - Eall[others])
terms = mix * Wm[:, K]
E2 = terms.sum()
E3 = mix @ Wm @ mix - Wm[K, K] * (mix @ mix)
above = np.arange(N) > K
E2_core = terms[:K].sum()
E2_low = terms[above & (Eall < 10)].sum()
E2_high = terms[above & (Eall >= 10)].sum()
fd1 = (odep - odem) / (2 * h)
fd2 = (odep + odem - 2 * ode0) / (2 * h**2)

# Relaxed coupling along lam
nodes, wts = np.polynomial.legendre.leggauss(8)
integral = 0.75 * sum(q * level(-0.25 + 0.75 * t, pot, K)[1]
                      for t, q in zip(nodes, wts))
lams = np.linspace(-1, 0.5, 7)
zetas = np.array([level(t, pot, K)[1] for t in lams])
bound = 0.75 * abs(E2)
mid = 1.5 * level(-0.25, pot, K)[1]
relax12 = E12 - (E0 - zeta0)
relax32 = E32 - (E0 + 0.5 * zeta0)
r12, r0, r32 = [w @ (r * (v @ U)**2) for v in (vec12, vec0, vec32)]
dens = w * dV / (2 * M0**2 * c**2 * r) * (vec0 @ U)**2
cum = (np.cumsum(dens) - 0.5 * dens) / dens.sum()
r50, r90 = np.interp([0.5, 0.9], cum, r)

# Other spin separation: modified Dirac equation, small = (sigma.p) phi/(2c)
T = 0.5 * (quad(DU, 1.0, DU) + quad(U, 2 / r**2, U))
Zero = np.zeros((N, N))
METRIC = np.block([[S, Zero], [Zero, T / (2 * c**2)]])
Wsf = quad(G, V, G) + quad(U, 2 * V / r**2, U)
Wso = quad(U, 2 * dV / r, U)


def modified_dirac(lam):
    low = (Wsf + lam * Wso) / (4 * c**2) - T
    e, v = eigenpair(np.block([[quad(U, V, U), T], [T, low]]), METRIC, N + K)
    return e, v[N:] @ Wso @ v[N:] / (4 * c**2)


md0, md_zeta = modified_dirac(0.0)
md12, md32 = modified_dirac(-1.0)[0], modified_dirac(0.5)[0]
assert max(abs(md12 - ode12), abs(md32 - ode32)) < 1e-5, (md12, md32)


def truncated(cut):
    """Splitting when only scalar orbitals below cut may mix."""
    keep = np.where(Eall < cut)[0]
    sub = Wm[np.ix_(keep, keep)]
    e = [np.linalg.eigvalsh(np.diag(Eall[keep]) + t * sub)[K]
         for t in (-1.0, 0.5)]
    return len(keep), e[1] - e[0]


print(f"speed of light c = {c:.4f} a.u.")
print(f"Z = {Z}, H = {H_SCREEN:.1f}, nuclear rms radius = {RMS_FM} fm")
print(f"screening length d = {d:.5f} bohr")
print(f"scalar 6p energy = {E0:.6f} hartree")
print(f"6p1/2 energy = {E12:.6f} hartree")
print(f"6p3/2 energy = {E32:.6f} hartree")
print(f"largest matrix-ODE energy difference = {ode_err:.1e} hartree")
print(f"first-order splitting = {first:.6f} hartree = {first*EV:.4f} eV")
print(f"exact model splitting = {exact:.6f} hartree = {exact*EV:.4f} eV")
print(f"integral of zeta(lam) = {integral:.6f} hartree")
print(f"first-order deficit = {exact-first:.6f} hartree"
      f" = {100*(1-first/exact):.2f} % of exact")
print(f"convexity lower bound on deficit = {bound:.6f} hartree")
print(f"1.5*zeta(-1/4) = {mid:.6f} hartree")
print(f"relaxation energy p1/2 = {relax12:.6f} hartree")
print(f"relaxation energy p3/2 = {relax32:.6f} hartree")
for t, q in zip(lams, zetas):
    print(f"zeta(lam={t:5.2f}) = {q:.6f} hartree")
print("large-component <r> p1/2, scalar, p3/2 ="
      f" {r12:.4f}, {r0:.4f}, {r32:.4f} bohr")
print(f"radius holding 50 % of zeta(0) = {r50:.2g} bohr")
print(f"radius holding 90 % of zeta(0) = {r90:.2g} bohr")
print(f"E2 total = {E2:.6f} hartree, E3 = {E3:.6f} hartree")
print(f"E2 from 2p-5p = {E2_core:.6f} hartree")
print(f"E2 from higher states below 10 hartree = {E2_low:.6f} hartree")
print(f"E2 from states above 10 hartree = {E2_high:.6f} hartree")
second = first - 0.75 * E2
print(f"splitting through 2nd order = {second:.6f} hartree")
print(f"splitting through 3rd order = {second+1.125*E3:.6f} hartree")
for label, cut in (("2p-6p only", E0 + 1e-3), ("E < 10 hartree", 10.0),
                   ("E < 1000 hartree", 1e3), ("E < 1e5 hartree", 1e5),
                   ("all", np.inf)):
    n, s = truncated(cut)
    print(f"mixing space {label} ({n} orbitals): {s:.5f} hartree")
print(f"modified-Dirac scalar 6p energy = {md0:.6f} hartree")
print(f"modified-Dirac first-order splitting = {1.5*md_zeta:.6f} hartree")

# Trend down the group, same recipe
fractions = []
for Zg, kg in ((13, 1), (31, 2), (49, 3), (81, 4)):
    dg = tune(Zg, kg)
    pg = potential(Zg, dg)
    one = 1.5 * level(0.0, pg, kg)[1]
    full = level(0.5, pg, kg)[0] - level(-1.0, pg, kg)[0]
    fractions.append(1 - one / full)
    print(f"Z={Zg} {kg+2}p: d={dg:.4f} bohr, first={one:.6f},"
          f" exact={full:.6f} hartree, deficit={100*fractions[-1]:.2f} %")

# Tests of the formulas and of the claims
P0 = vec0 @ U
big = P0[np.abs(P0) > 1e-4 * np.abs(P0).max()]
assert np.sum(big[1:] * big[:-1] < 0) == K
assert abs(fd1 / zeta0 - 1) < 2e-3, (fd1, zeta0)    # O(h^2) error
assert abs(fd2 / E2 - 1) < 0.02, (fd2, E2)
assert abs(integral - (ode32 - ode12)) < 1e-5, (integral, ode32 - ode12)
assert E2 < 0 < E2_core, (E2, E2_core)
assert np.all(np.diff(zetas) < 0) and np.all(np.diff(zetas, 2) > 0), zetas
assert ode32 - ode12 - first > bound > 0, (exact, first, bound)
assert first < mid < exact, (first, mid, exact)
assert r12 < r0 < r32, (r12, r0, r32)
assert relax12 < relax32 < 0, (relax12, relax32)
assert fractions[0] > 0 and np.all(np.diff(fractions) > 0), fractions
print("OK")
```

Running it gives:

```
speed of light c = 137.0360 a.u.
Z = 81, H = 5.0, nuclear rms radius = 5.5 fm
screening length d = 0.78090 bohr
scalar 6p energy = -0.200000 hartree
6p1/2 energy = -0.240008 hartree
6p3/2 energy = -0.187739 hartree
largest matrix-ODE energy difference = 8.4e-11 hartree
first-order splitting = 0.041787 hartree = 1.1371 eV
exact model splitting = 0.052269 hartree = 1.4223 eV
integral of zeta(lam) = 0.052269 hartree
first-order deficit = 0.010481 hartree = 20.05 % of exact
convexity lower bound on deficit = 0.005814 hartree
1.5*zeta(-1/4) = 0.048428 hartree
relaxation energy p1/2 = -0.012150 hartree
relaxation energy p3/2 = -0.001668 hartree
zeta(lam=-1.00) = 0.060179 hartree
zeta(lam=-0.75) = 0.046665 hartree
zeta(lam=-0.50) = 0.038210 hartree
zeta(lam=-0.25) = 0.032286 hartree
zeta(lam= 0.00) = 0.027858 hartree
zeta(lam= 0.25) = 0.024409 hartree
zeta(lam= 0.50) = 0.021640 hartree
large-component <r> p1/2, scalar, p3/2 = 3.0972, 3.5054, 3.6743 bohr
radius holding 50 % of zeta(0) = 0.017 bohr
radius holding 90 % of zeta(0) = 0.038 bohr
E2 total = -0.007752 hartree, E3 = 0.002562 hartree
E2 from 2p-5p = 0.011747 hartree
E2 from higher states below 10 hartree = -0.007716 hartree
E2 from states above 10 hartree = -0.011783 hartree
splitting through 2nd order = 0.047602 hartree
splitting through 3rd order = 0.050484 hartree
mixing space 2p-6p only (5 orbitals): 0.03725 hartree
mixing space E < 10 hartree (26 orbitals): 0.03901 hartree
mixing space E < 1000 hartree (37 orbitals): 0.04411 hartree
mixing space E < 1e5 hartree (50 orbitals): 0.05095 hartree
mixing space all (74 orbitals): 0.05227 hartree
modified-Dirac scalar 6p energy = -0.201694 hartree
modified-Dirac first-order splitting = 0.046148 hartree
Z=13 3p: d=1.3429 bohr, first=0.000614, exact=0.000616 hartree, deficit=0.34 %
Z=31 4p: d=0.9590 bohr, first=0.004680, exact=0.004788 hartree, deficit=2.26 %
Z=49 5p: d=0.9266 bohr, first=0.013216, exact=0.014072 hartree, deficit=6.09 %
Z=81 6p: d=0.7809 bohr, first=0.041787, exact=0.052269 hartree, deficit=20.05 %
OK
```
